# Band-gap shift from quadratic coupling to a harmonic vibration, part 2

How do vibrations shift an electronic gap, and when does the simple thermal law hold? Energies are in electronvolts. A vibration of mass \(M\), angular frequency \(\omega\) and quantum \(\varepsilon=\hbar\omega\) has displacement \(u=\ell q\), with \(\ell=\sqrt{\hbar/(M\omega)}\). The gap at fixed \(q\) is \(E(q)=E_0+Aq+Bq^2\), where \(E_0\) is the bare gap and \(B=b\ell^2/2\), with \(b\) the curvature in \(u\). With \(x=\varepsilon/(2k_BT)\) and mean occupation \(\bar n\), \(2\bar n+1=\coth x\), \(\langle q^2\rangle=\tfrac12\coth x\), \(\langle q^4\rangle=\tfrac34\coth^2x\), and

\[
\langle E\rangle=E_0+\frac B2\coth x .
\]

This is also the first moment of the absorption, divided by photon energy, for one adiabatic excited state with a constant dipole. The high-temperature straight line extrapolates to \(E_0\) at \(T=0\); a tangent at finite temperature does not.

If the vibration reaches equilibrium in each electronic state, the free-energy gap also contains the relaxation energy \(-A^2/[2(\varepsilon+2B)]\) and a part from the change of frequency. The local example in the final output uses \(\varepsilon=0.060\), \(A=0.030\) and \(B=-0.010\) eV. For an extended edge, \(N\) equivalent vibrations each carry \(A/N\) and \(B/N\). Stability requires \(\varepsilon+2B/N>0\), and the free-energy and mean gaps coincide as \(N\to\infty\).

Part of \(B\) can come from mixing. Let the vibration couple the edge state \(c\), at energy zero, to a level \(d\) at \(\Delta>0\) through \(gq\). At fixed \(q\) the lower energy is

\[
\frac\Delta2-\sqrt{\frac{\Delta^2}{4}+g^2q^2}=-\frac{g^2q^2}{\Delta}+\cdots ,
\]

so \(B=-g^2/\Delta\). With quantized motion, the second-order shift is

\[
\delta=\frac B2\coth x\;\frac{1-(\varepsilon/\Delta)\tanh x}{1-\varepsilon^2/\Delta^2}.
\]

The hyperbolic cotangent therefore belongs to the adiabatic limit \(\varepsilon\ll\Delta\).

The mixing also limits the statement about the first moment of the absorption. That statement concerned one adiabatic excited state with a constant dipole. Suppose instead that light reaches only the unmixed state \(c\), and that the moment is taken over the lines of both \(c\) and \(d\). The coupling \(gq\) has no diagonal element in \(c\), so it does not move this total moment. The line near the edge shifts down, and the strength it lends to the lines near \(\Delta\) compensates.

A polar material breaks the adiabatic condition within a single band. An electron at the bottom of a parabolic band can be scattered by a longitudinal optical vibration into states of the same band whose energies begin at zero, so there is no large \(\Delta\). Let the band mass be \(m\), with \(E_k=\hbar^2k^2/(2m)\), let the polar quantum be \(\varepsilon_L\), with occupation \(\bar n_L\), and define

\[
c_p=\frac1{\epsilon_\infty}-\frac1{\epsilon_s},\qquad e_*^2=\frac{e^2}{4\pi\epsilon_0}.
\]

Here \(\epsilon_\infty\) is the relative permittivity to which the electrons alone respond, \(\epsilon_s\) is the static one, and \(\epsilon_0\) is the vacuum permittivity.

The coupling strength follows from electrostatics. Write the interaction as \(\sum_{\mathbf k}V_k(a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+{\rm h.c.})\). For a charge held at a fixed point, each vibration is a displaced oscillator and lowers the energy by \(|V_k|^2/\varepsilon_L\). In a volume \(\Omega\), the electrostatic energy of the charge in component \(\mathbf k\) is \(\tfrac12\,4\pi e_*^2/(\Omega k^2)\) divided by the permittivity. When the lattice responds, the inverse permittivity falls from \(1/\epsilon_\infty\) to \(1/\epsilon_s\). Equating the two energy gains gives

\[
|V_k|^2=\frac{2\pi e_*^2c_p\,\varepsilon_L}{\Omega k^2}.
\]

For the mobile electron, starting at \(k=0\), emission leads to states higher by \(E_k+\varepsilon_L\) and absorption to states higher by \(E_k-\varepsilon_L\). Replace the sum over \(\mathbf k\) by \(\Omega/(2\pi^2)\int k^2dk\). The factor \(k^2\) cancels, and

\[
\delta_L=-\frac{e_*^2c_p\varepsilon_L}{\pi}\,{\rm P}\!\!\int_0^\infty\! dk\left[\frac{\bar n_L+1}{E_k+\varepsilon_L}+\frac{\bar n_L}{E_k-\varepsilon_L}\right].
\]

The symbol P denotes the principal value, which gives the real part of the energy; the pole at \(E_k=\varepsilon_L\) contributes a scattering rate instead. With \(k=k_0z\) and \(k_0=\sqrt{2m\varepsilon_L}/\hbar\), both denominators acquire a factor \(\varepsilon_L\). The emission integral is \(\int_0^\infty dz/(z^2+1)=\pi/2\). For absorption,

\[
\int\frac{dz}{z^2-1}=\frac12\ln\left|\frac{z-1}{z+1}\right| .
\]

This function vanishes at \(z=0\) and as \(z\to\infty\). Its values at equal small distances on either side of \(z=1\) cancel in the limit, so the principal value is zero. What remains is

\[
\delta_L=-\alpha\varepsilon_L(\bar n_L+1),\qquad
\alpha=\frac{e_*^2c_pk_0}{2\varepsilon_L}=\frac{c_pe_*^2}{\hbar}\sqrt{\frac{m}{2\varepsilon_L}} .
\]

At second order, for this band and this coupling, the thermal factor is \(\bar n_L+1\), where the adiabatic law would have \(2\bar n_L+1\). Absorption adds nothing to the shift of the band bottom, because final states below and above the resonance push in opposite directions. If \(\varepsilon_L\) were dropped from the denominators, as the adiabatic limit demands, the integrand would become proportional to \(1/k^2\) and the integral would diverge at small \(k\). This polar part therefore cannot be absorbed into \(B\). It also spoils the extrapolation to the bare gap: at high temperature \(\bar n_L+1=k_BT/\varepsilon_L+\tfrac12+\cdots\) has a constant term, so the straight line recovers only half of the polar shift at zero temperature. A short-range coupling within the band has no large \(\Delta\) either. There \(|V_k|^2\) is constant at small \(k\) and the adiabatic integral converges, but at zero temperature the change of the integrand, proportional to \(k^2\varepsilon/[E_k(E_k+\varepsilon)]\), integrates to a correction proportional to \(\sqrt\varepsilon\), which is larger than the \(\varepsilon/\Delta\) found for a remote level.

Consider now a dense organosilicate glass of the kind used as a low-k insulator between copper lines. Round values in its rough regime are a bare gap \(E_0=8.0\) eV, a vibrational quantum \(\varepsilon=60\) meV, in the range of rocking and bending motions of the silicon–oxygen network, and an oxygen-like moving mass of 16 u. The total coupling is set to \(B=-0.30\) eV. This last value is a choice, not a property derived for the material, and the mean vertical shift is proportional to it.

The root-mean-square displacement is 0.00467 nm at zero temperature and 0.00515 nm at 300 K. Since \(\langle u^2\rangle=\ell^2/2\) at zero temperature, the curvature is

\[
b=\frac{2B}{\ell^2}=\frac{B}{\langle u^2\rangle_{T=0}}=\frac{-0.30\ \text{eV}}{(0.00467\ \text{nm})^2}\approx-1.4\times10^4\ \text{eV/nm}^2 .
\]

This is the sum over all the vibrations that share the coupling. The zero-point shift is \(B/2=-0.150\) eV, or \(-150\) meV, which puts the gap at 7.850 eV when \(T=0\). At 300 K the hyperbolic cotangent is 1.218, and

\[
\langle E\rangle=8.000-0.150\times1.218=7.817\ \text{eV}.
\]

At 400 K, a rough upper temperature of use, the factor is 1.425 and the gap 7.786 eV. At 673 K, near a curing temperature, the factor is 2.103 and the gap 7.685 eV. The model gap thus narrows by 0.031 eV between 300 and 400 K, and by 0.133 eV between 300 and 673 K. The third decimal serves to follow the arithmetic; the inputs do not support it as a prediction.

The slope at 673 K is \(-0.394\) meV/K, still short of its high-temperature limit of \(-0.431\) meV/K. The tangent at 673 K meets the axis \(T=0\) at 7.950 eV, not at the bare gap of 8.000 eV. Measured from the true low-temperature gap it recovers 0.100 of 0.150 eV, or two thirds of the zero-point shift. A straight line through data near this temperature would underestimate the renormalization by a third, even if the model held and the data had no noise.

Doubling the moving mass, at fixed force constant and fixed curvature, multiplies the shift by 0.707 at zero temperature and by 0.960 at 673 K. The vibration is thus close to classical at the higher temperature, though not fully so.

The neglected effects can be sized with the same numbers. The finite speed of the electronic response is a small matter if the mixing levels are remote. Let the coupling be shared by many vibrations, each of which weakly mixes in a level of its own at \(\Delta=2\) eV. Then \(\varepsilon/\Delta=0.03\), and the zero-temperature factor derived above reduces to \(1/(1+0.03)\), a decrease of 2.9 % in the magnitude of the second-order shift. Diagonalizing the two-level Hamiltonian for one such weakly coupled, quantized vibration gives the same 2.9 %, and decreases of 2.4 % at 300 K and 1.3 % at 673 K. The higher terms in the expansion of the square root matter more than this correction, even with separate levels. At fixed displacements the edge energy \(E\) obeys \(E=-\sum_jg_j^2q_j^2/(\Delta-E)\), which is the two-level result with \(g^2q^2\) replaced by \(S=\sum_jg_j^2q_j^2\). For many vibrations \(S\approx\Delta|B|\langle q^2\rangle\), which is 0.30 eV² at zero temperature and 0.63 eV² at 673 K. The root \(\Delta/2-\sqrt{\Delta^2/4+S}\) then gives \(-0.140\) and \(-0.277\) eV, smaller in magnitude than the quadratic shift by about 6.5 % and 12 %. If all the vibrations mixed in one and the same level, the reduction would be about twice as large.

A quartic term \(Cq^4\) in the gap adds \(\tfrac34C\coth^2x\), which grows as \(T^2\) at high temperature and so bends the line that the quadratic model makes straight. For an assumed \(C=0.006\) eV it adds 0.0045 eV at zero temperature and 0.020 eV at 673 K. The latter is about 6 % of the quadratic shift there.

The assumption of a single frequency matters more. Keep the total zero-point shift fixed at \(-0.150\) eV, but assign half of it to a stiffer vibration of 133 meV, a rough value for stretching of the silicon–oxygen bond. The narrowing between 300 and 673 K falls from 0.133 to 0.082 eV, because the stiff vibration is still largely frozen. A measured temperature slope therefore does not fix the zero-point shift unless the frequencies that carry the coupling are known.

Thermal expansion acts separately, by moving the rest positions of the atoms. With a rough gap change of \(-5\) eV per unit relative change of volume, and a rough linear expansion of 12 ppm/K, free expansion from 300 to 673 K gives

\[
-5\ \text{eV}\times3\times12\times10^{-6}\ \text{K}^{-1}\times373\ \text{K}=-0.067\ \text{eV}.
\]

This is half of the modelled vibrational change over the same interval. A film held by a stiff substrate does not expand freely, so the figure gives a size and not a correction to be applied.

For the zero-temperature gap, the polar shifts are the largest of the omitted vibrational effects estimated here. Take rough permittivities \(\epsilon_\infty=2.0\) and \(\epsilon_s=2.7\), and a polar quantum of 130 meV. An electron of half the free mass then has \(\alpha=0.94\) and lowers the gap by \(0.94\times0.130=0.12\) eV at zero temperature. A hole five times heavier than a free electron has \(\alpha=2.97\), and the same formula gives 0.39 eV. Taken at face value, the two together exceed the modelled zero-point shift more than threefold. They add only for an electron and a hole far apart. With these masses and \(\epsilon_\infty=2.0\), a hydrogen-like bound pair has a radius of about 0.23 nm, smaller than the electron's length \(1/k_0\) of 0.77 nm. The polarizations of the two charges then partly cancel, and the polar shift of the optical line is considerably smaller than the sum. The same rough estimate binds the pair by about 1.5 eV, more than any shift considered here, so \(E_0\) must be read either as the optical line or as the gap for separated carriers, not as both. With \(\alpha\) near 3 the coupling is no longer weak, and a heavy hole in a disordered network may localize, in which case the relaxation energy of the first half returns. The hole's length \(1/k_0\) is also only 0.24 nm, comparable with atomic spacings, so the integral over an unbounded parabolic band includes wavevectors for which the continuum picture does not hold. Cutting it off at a wavevector well above \(k_0\) would reduce both the shift and its change with temperature; for a cutoff close to \(k_0\) the absorption part no longer cancels, and the estimate of the change fails. The hole figure is a rough size only.

The polar effect on the temperature dependence is smaller. The factor \(\bar n_L+1\) changes little while \(k_BT\) stays well below 130 meV, and between 300 and 673 K the two polar shifts narrow the gap further by 0.014 and 0.043 eV. Their sum, taken at face value, is about 40 % of the modelled change. A cutoff well above \(k_0\) in the hole's integral would make it smaller. So would a stiffer polar quantum, and the longitudinal partner of a stretch near 133 meV lies above that value, not below it. Softer polar vibrations would make it larger if they carried part of the permittivity contrast, all of which is assigned here to the 130 meV quantum. In these estimates polar scattering alters the absolute gap much more than its thermal drift.

Set beside a real film, the model describes one contribution: the local, adiabatic part of the vibrational shift. A real organosilicate glass is amorphous and often porous, has many vibrational frequencies, and has tail states near its band edges that are localized to varying degrees. For the absolute gap, the most serious of the broken assumptions examined here is that all coupling is adiabatic. By the estimates above, this moves the zero-temperature gap for a separated electron and hole by several tenths of an electronvolt, and that of a bound pair by less, while the single frequency and the missing expansion each change the drift up to 673 K by roughly 40 to 50 % of its modelled value. The figure of 7.82 eV at room temperature should accordingly not be taken as the gap of such a film.

Nor does the gap shift alone determine the leakage current. The barrier for injection from a metal depends on how the shift is divided between the two band edges, and \(B\), which describes their difference, does not contain that information. The numerical output lists the values used here.

## Values computed for the example and the checks

```
Bare gap E0: 8.000 eV
Vibrational quantum: 60.0 meV
Total quadratic coupling B: -0.300 eV
Moving mass: 16.0 u
Total gap curvature b: -13779 eV/nm^2
Rms displacement at 0 K: 0.00467 nm
Rms displacement at 300 K: 0.00515 nm
0 K: coth 1.0000, shift -0.1500 eV, gap 7.8500 eV
300 K: coth 1.2177, shift -0.1827 eV, gap 7.8173 eV
400 K: coth 1.4254, shift -0.2138 eV, gap 7.7862 eV
673 K: coth 2.1026, shift -0.3154 eV, gap 7.6846 eV
Gap drift, 300 to 673 K: -0.1327 eV
Slope at 673 K: -0.3944 meV/K
High-T limiting slope: -0.4309 meV/K
Tangent intercept from 673 K: 7.9500 eV
Zero-point shift recovered by tangent: 66.7 %
Shift ratio, doubled mass, 0 K: 0.7071
Shift ratio, doubled mass, 673 K: 0.9601
Local case couplings A, B: 0.030, -0.010 eV
Local mean vertical shift, 300 K: -0.00609 eV
Local free-energy shift, 300 K: -0.01829 eV
Local relaxation part: -0.01125 eV
Local frequency part, 300 K: -0.00704 eV
Stability requires N above: 10.0
Free-energy shift, N=20, 300 K: -0.23366 eV
Free-energy shift, N=100, 300 K: -0.18980 eV
Free-energy shift, N=1000, 300 K: -0.18333 eV
Mixing level height Delta: 2.00 eV
Shift with quantized motion, 0 K: -0.14563 eV (-2.91 % change)
Shift with quantized motion, 300 K: -0.17833 eV (-2.37 % change)
Shift with quantized motion, 673 K: -0.31117 eV (-1.34 % change)
Rough quartic coupling: 0.0060 eV
Quartic shift at 0 K: 0.0045 eV
Quartic shift at 673 K: 0.0199 eV
Second, stiffer quantum: 133.0 meV
Drift with equal zero-point shares: -0.0823 eV
Rough dE/dlnV: -5.0 eV
Rough linear expansion: 12.0 ppm/K
Expansion drift, 300 to 673 K: -0.0671 eV
Rough permittivities: 2.0 fast, 2.7 static
Rough polar quantum: 130.0 meV
Electron: mass 0.5 m_e, alpha 0.94
Electron polar gap shift, 0 K: -0.1219 eV
Electron polar drift, 300 to 673 K: -0.0137 eV
Hole: mass 5.0 m_e, alpha 2.97
Hole polar gap shift, 0 K: -0.3855 eV
Hole polar drift, 300 to 673 K: -0.0433 eV
```
